Thermal penetration depth in silicon heated at 10 MHz

**Problem**

A laser beam or a thin heater warms the flat surface of a thick piece of silicon. The absorbed power per unit area is modulated sinusoidally at f = 10 MHz. The thermal diffusivity of silicon is taken as D = 0.89 cm²/s, the value near room temperature. It falls markedly as silicon is heated, to roughly 0.5 cm²/s at 400 K, so the numbers below hold only while the temperature rise stays small.

(a) Find how the oscillating part of the temperature depends on depth.

(b) Show that the thermal penetration depth is approximately 1.7 µm. The penetration depth is here the depth at which the amplitude of the temperature oscillation has fallen to 1/e of its surface value.

(c) Find the amplitude and the phase of the surface temperature relative to the heating.

(d) Decide whether the silicon below this depth stays cold, and state when the result of (b) fails.

Assume that the heated area is much wider than the penetration depth, so that heat flows along the depth x only. Assume also that Fourier's law holds, that D does not vary with position or temperature, and that no metal film or interface needs to be included. Finally, assume that all the heat is released at the surface itself. For a laser beam this requires the light to be absorbed within a depth much smaller than the penetration depth of the heat. It also requires the electrons and holes created by the light to recombine, and so release their remaining energy as heat, before they diffuse over a comparable depth and within a time much shorter than one period. In bare silicon this second condition can fail even when the light is absorbed close to the surface. If either condition fails, the result of (b) need not describe the temperature.

**Hints**

Hint 1. The absorbed flux cannot be negative, so it has a steady part as well as an oscillating part. The heat equation is linear. What does this allow you to do with the two parts?

Hint 2. For the oscillating part, try a complex amplitude that depends on x, multiplied by exp(iωt) with ω = 2πf. The partial differential equation becomes an ordinary one.

Hint 3. You will need the square root of i. Work out (1 + i)².

Hint 4. Two solutions appear. Ask what each does far below the surface.

Hint 5. The surface condition fixes the heat flux, not the temperature. Use Fourier's law at x = 0.

Hint 6. For the numbers, micrometres and microseconds are convenient, because 1 MHz is one cycle per microsecond.

**Solution**

*The heat equation.* Let T(x,t) be the temperature rise above the surroundings, κ the thermal conductivity and c the heat capacity per unit volume. Fourier's law gives the heat flux in the direction of increasing x:

J = −κ ∂T/∂x

Consider a layer between x and x + dx. Per unit area, heat enters at the rate J(x) and leaves at the rate J(x + dx). The difference, −(∂J/∂x) dx, raises the stored energy, which changes at the rate c (∂T/∂t) dx. Hence

c ∂T/∂t = −∂J/∂x = κ ∂²T/∂x²

Dividing by c and writing D = κ/c gives

∂T/∂t = D ∂²T/∂x²

*Separating the two parts.* For full modulation the absorbed flux is

q(t) = q₀ (1 + cos ωt)

It varies between 0 and 2q₀. Because the equation and the boundary conditions are linear, the response is the sum of a response to q₀ and a response to q₀ cos ωt. Part (a) concerns the second, considered after the transients of switching on have died away.

The frequency f is that of the heating itself. If a heater is driven by an alternating current I₀ cos Ωt, its power is proportional to

cos² Ωt = ½ (1 + cos 2Ωt)

so the heating oscillates at twice the frequency of the current. Heating at 10 MHz then requires a current at 5 MHz.

*Part (a): the depth dependence.* Put

T(x,t) = Re[A(x) exp(iωt)]

The time derivative multiplies the complex expression by iω, and the depth derivatives act on A alone. The heat equation becomes

iω A = D A″, or A″ = (iω/D) A

A trial solution exp(±σx) gives A″ = σ²A, so σ² = iω/D. To take the root, note that

(1 + i)² = 1 + 2i − 1 = 2i

Therefore i = (1 + i)²/2, and

σ² = (1 + i)² ω/(2D)

σ = (1 + i) √(ω/(2D))

The quantity √(ω/(2D)) is an inverse length. Call that length δ:

δ = √(2D/ω), σ = (1 + i)/δ

The general solution is a sum of exp(−σx) and exp(+σx). The second grows in magnitude as exp(x/δ). In a very deep sample heated from above the oscillation must remain bounded, so this term is absent. What remains is

A(x) = A₀ exp(−x/δ) exp(−ix/δ)

The factor exp(−x/δ) reduces the amplitude. The factor exp(−ix/δ) delays the oscillation by one radian for each distance δ. The same length governs both because the real and imaginary parts of σ are equal, which follows from the root of i.

*Part (b): the number.* At x = δ the amplitude is exp(−1) = 0.368 of its surface value, so δ is the depth asked for. With ω = 2πf,

δ = √(2D/(2πf)) = √(D/(πf))

Convert the diffusivity. One square centimetre is 10⁸ µm², and one second is 10⁶ µs:

D = 0.89 × 10⁸ µm² / 10⁶ µs = 89 µm²/µs

The frequency is 10 cycles per microsecond, so

D/(πf) = 89/(10π) µm² = 2.833 µm²

δ = √2.833 µm = 1.683 µm ≈ 1.7 µm

This is the stated result. In SI form it is 1.7 × 10⁻⁶ m.

The rounding of the given diffusivity does not endanger it. Since δ is proportional to √D, a small relative error in D produces half that relative error in δ. If 0.89 stands for any value from 0.885 to 0.895 cm²/s, the depth lies between 1.678 and 1.688 µm, which is 1.7 µm to two figures throughout.

The definition matters more than the rounding. A thermal length can also be defined as √(D/ω). It is smaller than δ by the factor √2 and equals 1.190 µm here. Both lengths describe the same temperature field, but only δ is the 1/e depth of the amplitude.

A numerical solution of the time-dependent heat equation provides a test that does not use the formula for δ. The calculation imposes the flux q₀(1 + cos ωt), follows the temperature until it repeats from cycle to cycle, and extracts the oscillation at each depth. The amplitude decays over 1.683 µm, and the phase lag grows by one radian per 1.683 µm. Both agree with the formula to the digits shown.

*Part (c): the surface temperature.* The oscillating flux entering at x = 0 has complex amplitude q₀. Fourier's law there reads

−κ A′(0) = q₀

From A = A₀ exp(−σx) we have A′(0) = −σA₀. The two minus signs cancel:

κσA₀ = q₀, so A₀ = q₀/(κσ) = q₀δ/(κ(1 + i))

Multiply numerator and denominator by 1 − i, using (1 + i)(1 − i) = 2:

A₀ = q₀δ(1 − i)/(2κ)

The number 1 − i has magnitude √2 and phase −45°. Hence

A₀ = (q₀δ/(√2 κ)) exp(−iπ/4)

The surface temperature has amplitude q₀δ/(√2 κ) and lags the heating by 45°. It is convenient to quote κT/q₀, which is a length and needs no value of κ. Its surface amplitude is

δ/√2 = 1.683/1.414 µm = 1.190 µm

The numerical solution gives the same 1.190 µm and a lag of 45.00°. One period lasts 0.1 µs, or 100 ns, so a lag of one eighth of a period means that the surface is hottest 12.5 ns after the heating peaks.

The value of 45° lies between two simple cases. If the silicon only stored heat, its temperature would be the time integral of the flux. The integral of cos ωt is sin ωt/ω, which lags by 90°. If it only conducted heat, without storage, the temperature would follow the flux with no lag. Here the material does both, and the 45° comes from the factor 1/(1 + i).

The lag increases with depth. At x = δ it is 45° plus one radian, which is about 102°. At that depth the temperature is therefore somewhat below its average value when the heating is at its maximum, by about 0.21 of the local amplitude.

*Part (d): what lies below δ.* The penetration depth is not a boundary. At a depth of 5 µm the remaining fraction of the surface amplitude is

exp(−5/1.683) = exp(−2.97) = 0.0513

About 5 % of the surface oscillation is still present there. The numerical solution gives the same fraction.

The steady part of the heating behaves quite differently. Suppose that a heat sink holds T = 0 at a depth L, and that the heated area is much wider than L as well, so that the steady heat also flows along x only. In the steady state ∂T/∂t = 0, so ∂²T/∂x² = 0 and T is a straight line. Its slope must carry the mean flux q₀, and it must reach zero at L:

T_steady(x) = q₀(L − x)/κ

In the numerical solution L = 12 µm. At x = 5 µm the steady value of κT/q₀ is then 12 − 5 = 7 µm, while the oscillation there has amplitude

1.190 µm × 0.0513 = 0.061 µm

For this wide source and this L, the steady temperature rise is more than one hundred times the oscillation at this depth; the ratio depends on L and on the width of the heated area. The silicon below δ is therefore heated. What dies out with depth, over a few times δ, is the modulation. A measurement that records only the signal at the modulation frequency is sensitive mainly to the first few micrometres, even though the mean heat passes through the whole sample.

*How thick is thick enough?* The sink also allows the assumption of a deep sample to be examined. With T = 0 at x = L, the growing exponential can no longer be dropped. The combination that vanishes at L is sinh σ(L − x). Let A(x) = C sinh σ(L − x). Then A′(0) = −Cσ cosh σL, and the flux condition −κA′(0) = q₀ gives C = q₀/(κσ cosh σL). Thus

A(x) = (q₀/(κσ)) sinh σ(L − x) / cosh σL

Write both hyperbolic functions as exponentials and take out the largest one from each:

A(x) = (q₀/(κσ)) exp(−σx) [1 − exp(−2σ(L − x))] / [1 + exp(−2σL)]

The factor in front is the deep-sample result. The brackets describe the effect of the sink. At x = 5 µm with L = 12 µm, the correction in the upper bracket has magnitude exp(−14/1.683), about 0.0002. The sink can be ignored there.

In the opposite limit, L much smaller than δ, the arguments of both functions are small. Then sinh σ(L − x) ≈ σ(L − x) and cosh σL ≈ 1, so

A(x) ≈ q₀(L − x)/κ

The length δ has disappeared. The temperature is in phase with the heating and falls linearly to the sink, just as in the steady case. A silicon layer much thinner than 1.7 µm on an ideal heat sink therefore does not show the decay found in (a). For a real layer this linear, in-phase profile is only a guide: the substrate has a temperature oscillation of its own, the interface adds a thermal resistance, and a layer this thin conducts heat less well than bulk silicon because phonons scatter at its boundaries.

*When Fourier's law is in doubt.* The derivation assumes that the temperature changes little over the distance that a heat carrier travels between collisions. In silicon heat is carried mainly by phonons, and some of them have mean free paths of roughly a micrometre or more. That is comparable with δ. The value 1.7 µm is thus the prediction of diffusive heat flow with the given D. Whether it describes a particular measurement at 10 MHz must be checked separately; the numerical solution cannot decide this, because it rests on Fourier's law too.

**Variation 1: four times the frequency**

*The heating frequency is raised to 40 MHz with q₀ unchanged. What happens to the penetration depth, the surface amplitude and the oscillation at 5 µm?*

In δ = √(D/(πf)), replacing f by 4f gives

√(D/(4πf)) = ½ √(D/(πf))

The depth is halved, to 0.842 µm. A second numerical solution at 40 MHz gives 0.841 µm, a difference of one unit in the last digit shown.

The surface amplitude q₀δ/(√2 κ) is proportional to δ and is also halved. Each half-cycle now delivers its heat in a quarter of the time, and hence delivers a quarter of the heat. That heat is spread over about half the depth, so the temperature change is about half as large.

At a fixed depth the relative change is much stronger. Halving δ doubles the exponent x/δ, and doubling an exponent squares the exponential. The fraction remaining at 5 µm becomes

0.0513² ≈ 0.0026

Relative to the surface, the oscillation at 5 µm is about twenty times weaker than at 10 MHz. Because the surface amplitude is itself halved, the oscillation at 5 µm is about forty times weaker in absolute terms. This is why changing the modulation frequency changes the depth that is probed.

**Variation 2: a heated disk of finite radius**

*The flux is uniform over a disk of radius a and zero outside it. The frequency is 10 MHz again. Find the oscillation on the axis below the centre, and decide how wide the disk must be for the planar result to hold.*

Begin with a point source on the surface that delivers an oscillating power of amplitude P. The rest of the surface is insulated, so heat spreads radially into the half-space below. With R the distance from the source and B(R) the complex amplitude, the heat equation for radial flow is

(1/R) d²(RB)/dR² = σ²B

Multiplying by R shows that the product RB obeys the same equation as A did in the planar problem. The decaying solution is

B = K exp(−σR)/R

The constant K follows from the power. Close to the source B′ ≈ −K/R², and the flux −κB′ passes through a hemisphere of area 2πR². So P = 2πκK, and

B = P exp(−σR)/(2πκR)

Now divide the disk into rings of radius r and width dr. Each ring receives the power q₀ 2πr dr. Its distance from the point at depth x on the axis satisfies R² = r² + x², so r dr = R dR at fixed x. The factor R cancels the 1/R of the point source:

A(x) = (q₀/κ) ∫ exp(−σR) dR, from R = x to R = s, with s = √(x² + a²)

A(x) = (q₀/(κσ)) [exp(−σx) − exp(−σs)]

The first term is the planar result. The second is the effect of the edge. This formula was tested against a sum over lateral wavenumbers, for radii of 1 and 5 µm at a depth of 1 µm. If a is much larger than δ, the second term is negligible at depths of order δ.

The depths at which the amplitude on the axis has fallen to 1/e of its value at the centre of the disk are:

a = 20 µm: 1.683 µm
a = 5 µm: 1.710 µm
a = 1 µm: 0.758 µm

A disk of radius 20 µm reproduces the planar depth to the digits shown. At 5 µm the depth is slightly longer than δ, by about 1.6 %, although sideways spreading might suggest a shorter one. The reason is the phase of the edge term. Divide the amplitude at depth x by that at the surface:

|A(x)|/|A(0)| = exp(−x/δ) |1 − exp(−σ(s − x))| / |1 − exp(−σa)|

At the surface a/δ = 2.97. The edge term has magnitude 0.051 and phase −2.97 rad, which is close to −π. It is nearly a negative number, so subtracting it increases the amplitude, by a factor of about 1.05. At x = 1.71 µm, s = 5.28 µm and (s − x)/δ = 2.12. The edge term now has magnitude 0.12 and phase −2.12 rad, and the corresponding factor is about 1.07. The amplitude is raised more at depth than at the surface, so it takes slightly longer to fall to 1/e. The approach to the planar value is therefore not monotonic. Evaluating the same ratio for other radii gives a depth about 14 % shorter than δ at a = 3 µm and about 3.5 % longer near a = 6 µm. It stays within 1 % of δ once a is about 9 µm or more, roughly five times δ.

For a disk much smaller than δ the behaviour changes. When σx and σs are both small, exp(−σx) − exp(−σs) ≈ σ(s − x), and

A(x) ≈ (q₀/κ)(s − x)

At the surface s − x = a. The 1/e depth therefore satisfies √(x² + a²) = x + a/e, where e is the base of natural logarithms. Squaring and cancelling x² gives

a² = 2xa/e + a²/e²

x = (a/2)(e − 1/e) ≈ 1.18 a

In this limit the depth is set by the size of the disk and no longer by the frequency. The limit is approached slowly: at a = 0.1 µm the full formula still gives about 1.10 a. In real silicon a disk that small is narrower than the longer phonon mean free paths, so Fourier's law is itself in doubt there. The disk of radius 1 µm is not fully in this limit, since a/δ = 0.59, and its depth of 0.758 µm is below 1.18 µm. It is nevertheless less than half of δ. Reading a diffusivity from such a measurement with the planar formula would give a wrong value, because much of the decay comes from sideways spreading.

The values quoted in the solution and the variations can be compared with the numerical output below.

Table of computed values

```
Diffusivity: 0.89 cm^2/s = 89.0 um^2/us
Heating frequency: 10 MHz
Angular frequency: 62.83 rad/us
D/(pi f): 2.833 um^2
Penetration depth, formula: 1.683 um
Penetration depth, simulation: 1.683 um
Depth per radian of lag, simulation: 1.683 um
Depth for D = 0.885 cm^2/s: 1.678 um
Depth for D = 0.895 cm^2/s: 1.688 um
Other convention sqrt(D/w): 1.190 um
Surface amplitude kappa*T/q0, formula: 1.190 um
Surface amplitude kappa*T/q0, simulation: 1.190 um
Surface lag behind flux, simulation: 45.00 degrees
Amplitude fraction at one depth delta: 0.368
Amplitude fraction at 5 um, formula: 0.0513
Amplitude fraction at 5 um, simulation: 0.0513
Heat-sink depth in simulation: 12 um
Steady kappa*T/q0 at 5 um, simulation: 7.000 um
Penetration depth at 40 MHz, formula: 0.842 um
Penetration depth at 40 MHz, simulation: 0.841 um
1/e depth under disk of radius 1 um: 0.758 um
1/e depth under disk of radius 5 um: 1.710 um
1/e depth under disk of radius 20 um: 1.683 um
```
